# When Collisions Focus Along a Row of Hard Spheres: verification in Python

```python
"""Focusing of collisions along a row of equal hard spheres.

Result under test: a sphere leaving its site at a small signed angle t to the
row sends the next one off at -(D/(2R) - 1)*t, so angles shrink if 2R < D < 4R.
D: spacing of the sites; R: sphere radius; diameter = 2R; q = D/(2R);
lam = q - 1: factor by which the size of the angle changes per collision.
The example is a row in bcc sodium with a screened Coulomb pair repulsion.
Lengths are in angstrom and energies in eV unless a name says otherwise.
"""
import math
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq


def hard_row(spacing, diameter, angle, hops):
    """Event-driven motion of hard spheres; only momentum exchange is used."""
    pos = np.zeros((hops + 1, 2))
    pos[:, 0] = spacing * np.arange(hops + 1)
    vel = np.zeros_like(pos)
    vel[0] = math.cos(angle), math.sin(angle)
    angles, energies, struck = [angle], [1.0], 0
    while struck < hops:
        first = None
        for i in range(hops + 1):
            for j in range(i + 1, hops + 1):
                dr, dv = pos[j] - pos[i], vel[j] - vel[i]
                approach = dr @ dv
                if approach >= 0:
                    continue
                speed2 = dv @ dv
                disc = approach**2 - speed2 * (dr @ dr - diameter**2)
                if disc <= 0:
                    continue
                wait = (-approach - math.sqrt(disc)) / speed2
                if first is None or wait < first[0]:
                    first = (wait, i, j)
        assert first is not None, "the moving sphere missed the row"
        wait, i, j = first
        pos += vel * wait
        normal = (pos[j] - pos[i]) / diameter
        kick = ((vel[i] - vel[j]) @ normal) * normal
        vel[i] -= kick
        vel[j] += kick
        if j == struck + 1:
            struck = j
            angles.append(math.atan2(vel[j, 1], vel[j, 0]))
            energies.append(float(vel[j] @ vel[j]))
    return np.array(angles), np.array(energies), pos


def newton_row(force, spacing, speed, angle, count, end_time, max_step):
    """Newtonian motion of a row with nearest-neighbour repulsion, mass 1."""
    pos = np.zeros((count, 2))
    pos[:, 0] = spacing * np.arange(count)
    vel = np.zeros_like(pos)
    vel[0] = speed * math.cos(angle), speed * math.sin(angle)

    def rate(_, state):
        p, v = state.reshape(2, count, 2)
        bond = p[1:] - p[:-1]
        length = np.sqrt((bond**2).sum(axis=1))
        push = (force(length) / length)[:, None] * bond
        acc = np.zeros_like(p)
        acc[:-1] -= push
        acc[1:] += push
        return np.concatenate([v.ravel(), acc.ravel()])

    run = solve_ivp(rate, (0, end_time), np.concatenate([pos.ravel(), vel.ravel()]),
                    method="DOP853", rtol=1e-8, atol=1e-10, max_step=max_step)
    assert run.success
    return run.y.reshape(2, count, 2, -1)


def peak_angles(velocities):
    """Direction of each atom at the moment of its largest kinetic energy."""
    kinetic = (velocities**2).sum(axis=1)
    best = kinetic.argmax(axis=1)
    return np.array([math.atan2(velocities[i, 1, k], velocities[i, 0, k])
                     for i, k in enumerate(best)])


# --- Tests of the hard-sphere laws against the event-driven motion ---
for q in (1.1, 1.5, 1.9, 2.1, 2.4):
    seen, _, _ = hard_row(q, 1.0, 1e-3, 5)
    predicted = 1e-3 * (-(q - 1))**np.arange(6)
    assert np.allclose(seen, predicted, rtol=1e-3, atol=1e-12)
    assert (abs(seen[-1]) < abs(seen[0])) == (q < 2)

for q in (1.5, 2.0, 2.3):  # leading correction to the small-angle law
    t = 0.02
    after = abs(hard_row(q, 1.0, t, 1)[0][1])
    cubic = (after - (q - 1) * t) / t**3
    assert abs(cubic / (q * (q * q - 1) / 6) - 1) < 0.01

for q in (1.5, 1.7, 1.95):  # limiting angle of focusing
    limit = math.acos(q / 2)
    grazing = math.asin(1 / q)  # beyond this angle the next sphere is missed
    below = 0.98 * limit
    above = min(1.02 * limit, (limit + grazing) / 2)
    assert abs(hard_row(q, 1.0, below, 1)[0][1]) < below
    assert abs(hard_row(q, 1.0, above, 1)[0][1]) > above
for q in (1.1, 1.25, 1.4):  # close spacing: every hit focuses
    for part in np.linspace(0.02, 0.999, 40):
        t = part * math.asin(1 / q)
        assert abs(hard_row(q, 1.0, t, 1)[0][1]) < t

for q in (1.6, 2.0, 2.3):  # stopping distance of a head-on striker
    stop = hard_row(q, 1.0, 0.0, 3)[2][0, 0]
    assert abs(stop - (q - 1.0)) < 1e-12

# --- Example: sodium row, rough inputs ---
D = 3.7
E0 = 1.0
start_deg = 10.0
temperature = 80.0
debye_temperature = 150.0
mass = 23.0 * const.atomic_mass
Z = 11
bohr = const.physical_constants["Bohr radius"][0] * 1e10
hartree = const.physical_constants["Hartree energy in eV"][0]
screen = 0.8854 * bohr / (2 * Z**0.23)
weights = np.array([0.1818, 0.5099, 0.2802, 0.02817])
decays = np.array([3.2, 0.9423, 0.4029, 0.2016]) / screen


def pair_energy(r):
    r = np.asarray(r, dtype=float)
    terms = weights * np.exp(-r[..., None] * decays)
    return Z**2 * hartree * bohr / r * terms.sum(axis=-1)


def pair_force(r):
    r = np.asarray(r, dtype=float)
    terms = weights * np.exp(-r[..., None] * decays)
    slope = terms.sum(axis=-1) / r + (terms * decays).sum(axis=-1)
    return Z**2 * hartree * bohr / r * slope


V_D, F_D = float(pair_energy(D)), float(pair_force(D))


def excess_energy(r):
    """Pair energy shifted so that energy and force vanish at spacing D."""
    return pair_energy(r) - V_D + (r - D) * F_D


def excess_force(r):
    return np.where(r < D, pair_force(r) - F_D, 0.0)


def hard_diameter(energy, scale=1.0):
    return brentq(lambda r: scale * float(excess_energy(r)) - energy / 2, 0.2, D)


diameter = hard_diameter(E0)
q = D / diameter
lam = q - 1
assert 0 < lam < 1
assert q > math.sqrt(2)  # range in which the limiting angle below applies

# Head-on soft collision: closest approach must equal the assigned diameter.
path = newton_row(excess_force, D, math.sqrt(2 * E0), 0.0, 2, 4.0, 0.005)[0]
closest = float((path[1, 0] - path[0, 0]).min())
assert abs(closest - diameter) < 1e-3  # limited by the sampling in time

# Stiff elastic spheres must approach the hard-sphere law; the small
# penetration during contact (about 0.004 angstrom) sets the tolerance.
stiffness = 4e4
stiff = newton_row(lambda r: stiffness * np.maximum(diameter - r, 0), D, 1.0,
                   0.01, 5, 5.5 * (D - diameter), 0.004)[1]
stiff_ratios = peak_angles(stiff)[1:4] / peak_angles(stiff)[0:3]
assert np.all(np.abs(stiff_ratios + lam) < 0.03)

# Focusing energy: angles shrink below it and grow above it.
E_focus = 2 * float(excess_energy(D / 2))
for factor in (0.8, 1.2):
    trial = hard_row(D, hard_diameter(factor * E_focus), 1e-3, 3)[0]
    assert (abs(trial[-1]) < abs(trial[0])) == (factor < 1)

hops = 4
start = math.radians(start_deg)
angles, energies, _ = hard_row(D, diameter, start, hops)
linear = start * (-lam)**np.arange(hops + 1)
loss_law = np.cos(np.abs(angles[:-1]) + np.abs(angles[1:]))**2
assert np.allclose(energies[1:] / energies[:-1], loss_law, rtol=1e-9)
limit_deg = math.degrees(math.acos(D / (2 * diameter)))

# Diameter renewed at each collision as the energy falls.
angle, energy = start, E0
for _ in range(hops):
    step_angles, step_energies, _ = hard_row(D, hard_diameter(energy), angle, 1)
    angle, energy = step_angles[1], energy * step_energies[1]
renewed_deg = math.degrees(angle)

# Thermal offsets: Debye model, one direction, zero-point motion included.
kT_D = const.k * debye_temperature
mode_sum = quad(lambda x: x / math.tanh(x * debye_temperature / (2 * temperature)),
                1e-9, 1)[0]
u_rms = math.sqrt(1.5 * const.hbar**2 / (mass * kT_D) * mode_sum) * 1e10
floor_factor = math.sqrt(2 / (1 - lam)) / diameter
floor_deg = math.degrees(u_rms * floor_factor)

rng = np.random.default_rng(7)
small_u = 1e-3
offsets = rng.normal(0, small_u, 200001)
t, total = 0.0, 0.0
for dy in np.diff(offsets):
    miss = dy * math.cos(t) - D * math.sin(t)
    t += math.asin(miss / diameter)
    total += t * t
sampled = math.sqrt(total / 200000)
assert abs(sampled / (small_u * floor_factor) - 1) < 0.02  # sampling noise

# Potential of the surrounding rows along the free path of a struck atom.
lattice = 2 * D / math.sqrt(3)
cells = np.array(np.meshgrid(*[np.arange(-4, 5)] * 3)).reshape(3, -1).T
sites = lattice * np.vstack([cells, cells + 0.5])
axis = np.ones(3) / math.sqrt(3)
off_axis = np.linalg.norm(sites - np.outer(sites @ axis, axis), axis=1)
others = sites[off_axis > 1e-6]
row_gap = float(off_axis[off_axis > 1e-6].min())
surround = [float(pair_energy(np.linalg.norm(others - s * axis, axis=1)).sum())
            for s in np.linspace(0, D - diameter, 60)]
surround_change = max(surround) - min(surround)

speed = math.sqrt(2 * E0 * const.e / mass) * 1e-2  # angstrom per ps
flight_ps = (D - diameter) / speed
period_ps = const.h / kT_D * 1e12

print(f"row spacing D (rough, Na) = {D:.2f} angstrom")
print(f"cubic lattice constant implied = {lattice:.3f} angstrom")
print(f"starting energy = {E0:.2f} eV")
print(f"starting angle = {start_deg:.1f} deg")
print(f"screening length = {screen:.4f} angstrom")
print(f"unshifted pair energy at D = {V_D:.4f} eV")
print(f"unshifted pair force at D = {F_D:.4f} eV/angstrom")
print(f"hard-sphere diameter 2R = {diameter:.3f} angstrom")
print(f"hard-sphere diameter 2R = {diameter / bohr:.3f} bohr")
print(f"closest approach, soft motion = {closest:.3f} angstrom")
print(f"radius R = {diameter / 2:.3f} angstrom")
print(f"4R = {2 * diameter:.3f} angstrom")
print(f"D/(2R) = {q:.4f}")
print(f"angle factor lam = {lam:.4f}")
print(f"limiting angle of focusing = {limit_deg:.2f} deg")
print(f"grazing angle = {math.degrees(math.asin(1 / q)):.2f} deg")
print(f"hard-sphere focusing energy = {E_focus:.3f} eV")
print("sphere: simulated angle, small-angle law (deg), energy (eV)")
for n in range(hops + 1):
    print(f"  {n}: {math.degrees(angles[n]):8.3f} {math.degrees(linear[n]):8.3f}"
          f" {E0 * energies[n]:8.4f}")
print(f"free path D - 2R = {D - diameter:.3f} angstrom")
print(f"half spacing D/2 = {D / 2:.3f} angstrom")
print("stiff-sphere angle ratios =", " ".join(f"{x:.4f}" for x in stiff_ratios))
print(f"last angle, diameter renewed = {renewed_deg:.3f} deg")
for scale in (0.5, 2.0):
    other = D / hard_diameter(E0, scale) - 1
    print(f"lam with repulsion times {scale:.1f} = {other:.4f}")

print("soft row, start 1 deg: angles of atoms 0 to 4 (deg)")
for energy in (0.2, 1.0, 4.0):
    v0 = math.sqrt(2 * energy)
    gap = D - hard_diameter(energy)
    soft = newton_row(excess_force, D, v0, math.radians(1), 8,
                      16 * gap / v0, 0.03)[1]
    row = np.degrees(peak_angles(soft)[:5])
    print(f"  {energy:.1f} eV:", " ".join(f"{x:.3f}" for x in row))
    print(f"    hard-sphere lam = {D / hard_diameter(energy) - 1:.4f}")

print(f"temperature = {temperature:.0f} K")
print(f"Debye temperature (rough) = {debye_temperature:.0f} K")
print(f"rms thermal offset, one direction = {u_rms:.3f} angstrom")
print(f"thermal floor of the angle, rms = {floor_deg:.2f} deg")
print(f"sampled/predicted floor, small offsets = {sampled / (small_u * floor_factor):.4f}")
print(f"free flight time = {flight_ps:.4f} ps")
print(f"shortest Debye period = {period_ps:.3f} ps")
print(f"distance to next parallel row = {row_gap:.3f} angstrom")
print(f"change of surrounding potential on path = {surround_change:.3f} eV")
print("done: every assertion held")
```

Output:

```
row spacing D (rough, Na) = 3.70 angstrom
cubic lattice constant implied = 4.272 angstrom
starting energy = 1.00 eV
starting angle = 10.0 deg
screening length = 0.1350 angstrom
unshifted pair energy at D = 0.0549 eV
unshifted pair force at D = 0.0999 eV/angstrom
hard-sphere diameter 2R = 2.427 angstrom
hard-sphere diameter 2R = 4.586 bohr
closest approach, soft motion = 2.427 angstrom
radius R = 1.214 angstrom
4R = 4.854 angstrom
D/(2R) = 1.5245
angle factor lam = 0.5245
limiting angle of focusing = 40.34 deg
grazing angle = 40.99 deg
hard-sphere focusing energy = 4.977 eV
sphere: simulated angle, small-angle law (deg), energy (eV)
  0:   10.000   10.000   1.0000
  1:   -5.350   -5.245   0.9299
  2:    2.822    2.751   0.9111
  3:   -1.482   -1.443   0.9060
  4:    0.778    0.757   0.9046
free path D - 2R = 1.273 angstrom
half spacing D/2 = 1.850 angstrom
stiff-sphere angle ratios = -0.5280 -0.5280 -0.5280
last angle, diameter renewed = 0.695 deg
lam with repulsion times 0.5 = 0.6988
lam with repulsion times 2.0 = 0.3886
soft row, start 1 deg: angles of atoms 0 to 4 (deg)
  0.2 eV: 1.000 -0.457 0.164 -0.054 0.017
    hard-sphere lam = 0.2568
  1.0 eV: 1.000 -0.847 0.590 -0.395 0.261
    hard-sphere lam = 0.5245
  4.0 eV: 1.000 -1.402 1.687 -1.996 2.361
    hard-sphere lam = 0.9193
temperature = 80 K
Debye temperature (rough) = 150 K
rms thermal offset, one direction = 0.157 angstrom
thermal floor of the angle, rms = 7.60 deg
sampled/predicted floor, small offsets = 1.0007
free flight time = 0.0439 ps
shortest Debye period = 0.320 ps
distance to next parallel row = 3.488 angstrom
change of surrounding potential on path = 0.046 eV
done: every assertion held
```
